# The sign of the hopping on square and triangular lattices

## Questions and hints

An electron moves on a lattice with one orbital per site. The orbital energy is zero, there is no magnetic field, and spin plays no part. The Hamiltonian is

$$H=-t\sum_{\langle ij\rangle}\left(c_i^\dagger c_j+c_j^\dagger c_i\right),\qquad t>0,$$

where each nearest-neighbour bond $\langle ij\rangle$ is counted once. Reversing the hopping means replacing $t$ by $-t$, which turns $H$ into $-H$. The algebra uses atomic units ($\hbar=m_e=1$), and $a$ is the lattice constant.

**Question 1.** The phase of each orbital is a matter of choice. Can the phases be chosen so that the hopping is reversed on the infinite square lattice? Can they on the triangular lattice?

*Hint.* Find what a change of phases does to one bond, then multiply the factors around a closed loop.

**Question 2.** Find the lowest and highest energies of the triangular band.

*Hint.* Expand $|1+e^{i\alpha}+e^{i\beta}|^2$.

**Question 3.** Find all stationary points of the triangular band. Which are saddle points, and what do they do to the density of states?

*Hint.* Add the two conditions for a vanishing gradient.

**Question 4.** Evaluate the results for $t=0.20$ eV and $a=3.0$ Å, for both signs of the hopping. These are round model parameters and stand for no particular material.

## Solution

### 1. Phases and loops

Write $c_j=e^{i\varphi_j}d_j$, with a phase $\varphi_j$ for each site. Then

$$c_i^\dagger c_j=e^{-i(\varphi_i-\varphi_j)}\,d_i^\dagger d_j .$$

The hopping is reversed if this factor is $-1$ on every bond, that is, if $\varphi_i-\varphi_j=\pi$ modulo $2\pi$ for all neighbours. Now follow a closed loop of $n$ bonds. Each site phase enters once with a plus sign and once with a minus sign, so the product of the factors is 1. If every factor is $-1$, the product is also $(-1)^n$. Hence $n$ must be even for every closed loop.

**Square lattice.** Label the sites by integers $(x,y)$ and take $e^{i\varphi}=(-1)^{x+y}$. A bond changes $x$ or $y$ by one, so its two ends carry opposite signs and every bond is reversed. The sign of $t$ has been gauged away.

The band shows the same thing. In a plane wave $\psi_j=e^{i\mathbf k\cdot\mathbf r_j}$, a neighbour at displacement $\boldsymbol\delta$ contributes $-te^{i\mathbf k\cdot\boldsymbol\delta}$ to the energy. The four neighbours give

$$E_{\rm sq}(\mathbf k)=-2t(\cos k_xa+\cos k_ya).$$

The checkerboard signs are themselves a plane wave with $\mathbf Q=(\pi,\pi)/a$. Adding $\mathbf Q$ to $\mathbf k$ reverses both cosines, so $E_{\rm sq}(\mathbf k+\mathbf Q)=-E_{\rm sq}(\mathbf k)$. The set of energies, from $-4t$ to $4t$, is unchanged, but the state at the band bottom moves from $\mathbf k=0$ to $\mathbf k=\mathbf Q$.

**Triangular lattice.** Three mutual neighbours form a loop with $n=3$, which is odd, so no choice of phases reverses the hopping.

It is also possible to say by how much the best attempt fails. Write the three phase differences around a triangle as $\pi+\eta_1$, $\pi+\eta_2$, $\pi+\eta_3$, with each $\eta$ between $-\pi$ and $\pi$. They must add up to a multiple of $2\pi$, so $\eta_1+\eta_2+\eta_3$ is an odd multiple of $\pi$. At least one $|\eta|$ is then $\pi/3$ or more. The distance of that bond's factor from $-1$ is $|1-e^{i\eta}|=2|\sin(\eta/2)|\ge1$. The phases $0,2\pi/3,4\pi/3$ attain the value 1 on all three bonds.

### 2. The edges of the triangular band

Take the lattice vectors

$$\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right).$$

The six neighbours lie at $\pm\mathbf a_1$, $\pm\mathbf a_2$ and $\pm(\mathbf a_2-\mathbf a_1)$. With $\alpha=\mathbf k\cdot\mathbf a_1$ and $\beta=\mathbf k\cdot\mathbf a_2$, each opposite pair gives twice a cosine:

$$E=-2tS,\qquad S=\cos\alpha+\cos\beta+\cos(\alpha-\beta).$$

Expanding the square in the hint gives three terms equal to 1 and three pairs of cross terms:

$$|1+e^{i\alpha}+e^{i\beta}|^2=3+2S .$$

Therefore $-2tS=3t-t(3+2S)$ becomes

$$E=3t-t\,|1+e^{i\alpha}+e^{i\beta}|^2 .$$

The modulus of a sum of three unit phasors lies between 0 and 3, so $-6t\le E\le3t$. Both limits are reached.

- The bottom, $E=-6t$, requires all phasors to be aligned: $\alpha=\beta=0$. This is the zone centre $\Gamma$.
- The top, $E=3t$, requires the phasors to cancel. The imaginary part gives $\sin\beta=-\sin\alpha$, so $\cos\beta=\pm\cos\alpha$. The real part, $1+\cos\alpha+\cos\beta=0$, excludes the minus sign and gives $\cos\alpha=\cos\beta=-\tfrac12$. The solutions are $(\alpha,\beta)=\pm(2\pi/3,-2\pi/3)$, the zone corners $K$ and $K'$.

At the bottom the wave gains energy $-t$ from each of six neighbours. At the top it would need opposite signs on all neighbours, which a triangle forbids. The best it can do is a phase step of $120^\circ$, and each neighbour pair then contributes $-2t\cos120^\circ=t$.

Reversing the hopping gives a band from $-3t$ to $6t$. A unitary change of one-electron basis preserves the spectrum, so no such change, however general, can reverse the hopping here.

### 3. Stationary points and the van Hove singularity

The derivatives of $E$ are

$$\frac{\partial E}{\partial\alpha}=2t[\sin\alpha+\sin(\alpha-\beta)],\qquad
\frac{\partial E}{\partial\beta}=2t[\sin\beta-\sin(\alpha-\beta)].$$

If both vanish, their sum gives $\sin\alpha=-\sin\beta$. Modulo $2\pi$ there are two cases.

- $\beta=-\alpha$. The first condition becomes $\sin\alpha+\sin2\alpha=\sin\alpha\,(1+2\cos\alpha)=0$. Its solutions are $\alpha=0$, $\alpha=\pi$ and $\alpha=\pm2\pi/3$.
- $\beta=\alpha+\pi$. Then $\sin(\alpha-\beta)=0$, so $\sin\alpha=0$, which gives $(0,\pi)$ and $(\pi,0)$.

The list is complete: $\Gamma$, $K$, $K'$ and the three points $(\pi,\pi)$, $(0,\pi)$, $(\pi,0)$. These last three are the midpoints $M$ of the zone edges. At each of them one cosine in $S$ is $1$ and two are $-1$, so $S=-1$ and $E=2t$.

To classify them, put $\mathbf d_1=\mathbf a_1$, $\mathbf d_2=\mathbf a_2$, $\mathbf d_3=\mathbf a_2-\mathbf a_1=a(-\tfrac12,\tfrac{\sqrt3}{2})$. Differentiating $E=-2t\sum_n\cos(\mathbf k\cdot\mathbf d_n)$ twice gives

$$\frac{\partial^2E}{\partial k_i\partial k_j}=2t\sum_{n=1}^3 d_{n,i}\,d_{n,j}\cos(\mathbf k\cdot\mathbf d_n).$$

The products $d_{n,x}^2$ are $a^2,\tfrac14a^2,\tfrac14a^2$. The products $d_{n,y}^2$ are $0,\tfrac34a^2,\tfrac34a^2$. The mixed products are $0,\tfrac{\sqrt3}{4}a^2,-\tfrac{\sqrt3}{4}a^2$. In all the cases below the last two cosines are equal, so the mixed derivative vanishes.

- At $\Gamma$ all cosines are 1, and both curvatures are $2t\cdot\tfrac32a^2=3ta^2$: a minimum.
- At $K$ and $K'$ all cosines are $-\tfrac12$, and both curvatures are $-\tfrac32ta^2$: maxima.
- At $M$ with $(\alpha,\beta)=(0,\pi)$ the cosines are $1,-1,-1$. The curvature along $x$ is $2ta^2(1-\tfrac12)=ta^2$, and along $y$ it is $2ta^2(-\tfrac32)=-3ta^2$: a saddle. The other two $M$ points follow by rotation.

Let $\varepsilon=E-2t$ and let $\mathbf q$ be measured from $M$. To leading order

$$\varepsilon=\tfrac12ta^2q_x^2-\tfrac32ta^2q_y^2=u^2-v^2,$$

with $u=\sqrt{ta^2/2}\,q_x$ and $v=\sqrt{3ta^2/2}\,q_y$, so $d^2q=du\,dv/(\tfrac{\sqrt3}{2}ta^2)$. The area per site is $\tfrac{\sqrt3}{2}a^2$. One saddle therefore contributes to the density of states, per site and per spin,

$$g_1(\varepsilon)=\frac{\sqrt3a^2/2}{4\pi^2}\int d^2q\,\delta(\varepsilon-u^2+v^2)=\frac{1}{4\pi^2t}\int du\,dv\,\delta(\varepsilon-u^2+v^2).$$

Set $p=u+v$ and $s=u-v$, so that $u^2-v^2=ps$ and $du\,dv=\tfrac12dp\,ds$. Keep the region $|p|,|s|<\Lambda$, where $\Lambda^2$ is an energy of order $t$. The integral over $s$ gives $1/|p|$ and requires $|p|>|\varepsilon|/\Lambda$. The two signs of $p$ cancel the factor $\tfrac12$:

$$\int_{|\varepsilon|/\Lambda}^{\Lambda}\frac{dp}{p}=\ln\frac{\Lambda^2}{|\varepsilon|}.$$

Replacing $\Lambda^2$ by $t$ changes this by a constant. The three saddles together give, near $E=2t$,

$$g(E)\simeq\frac{3}{4\pi^2t}\ln\frac{t}{|E-2t|}+\text{constant}.$$

This logarithmic divergence is the van Hove singularity. It belongs to the infinite lattice of independent electrons; a finite cluster has discrete levels instead.

### 4. Numbers

With $t=0.20$ eV the band edges and the saddle energy are:

- bottom: $-6t=-1.20$ eV ($-0.0441$ hartree);
- top: $3t=0.60$ eV ($0.0220$ hartree);
- saddle: $2t=0.40$ eV ($0.0147$ hartree).

With reversed hopping the band runs from $-0.60$ to $1.20$ eV, and the saddle energy is $-0.40$ eV.

The effective mass is the inverse curvature. In the present units $\hbar^2/m_e=7.62$ eV Å$^2$ and $ta^2=0.20\times9.0=1.80$ eV Å$^2$. At the band bottom

$$m_\Gamma=\frac{7.62}{3\times1.80}\,m_e=1.41\,m_e .$$

With reversed hopping the bottom lies at $K$ and $K'$, where the curvature is now $+\tfrac32ta^2$, and the mass is $7.62/2.70=2.82$ electron masses. The sign of the hopping thus changes the mass of a few electrons added to an empty band by a factor of two.

The coefficient of the logarithm is $3/(4\pi^2\times0.20)=0.380$ states per eV. It can be checked by counting states in windows centred on $2t$. The average of $\ln(t/|\varepsilon|)$ over $|\varepsilon|<w$ is $\ln(t/w)+1$, so narrowing the window tenfold should raise the mean density by $0.380\ln10=0.875$ states per eV. The counted densities are 2.920 for $w=0.0020$ eV and 3.795 for $w=0.0002$ eV, a difference of 0.875. The numerical check also tests the band edges, stationary points and curvatures numerically.

## Variation 1: a small periodic square cluster

*Does the checkerboard argument hold for a square cluster of $L\times L$ sites with periodic boundaries?*

It holds if $L$ is even. If $L$ is odd, a straight path around the cluster is a closed loop with an odd number of bonds, and the argument of Question 1 forbids the reversal.

The allowed wave numbers are $k_xa=2\pi n/L$, and likewise for $k_y$. For odd $L$ they miss $\pi$; the nearest is $\pi(1-1/L)$. The lowest level is still $-4t$, but the highest is

$$-4t\cos\left(\pi-\frac{\pi}{L}\right)=4t\cos\frac{\pi}{L}.$$

For $L=5$ and $t=0.20$ eV the levels run from $-0.800$ to $0.647$ eV; for $L=12$ they run from $-0.800$ to $0.800$ eV. The asymmetry of the odd cluster is a boundary effect: since $\cos(\pi/L)\simeq1-\pi^2/(2L^2)$, it vanishes as $1/L^2$.

## Variation 2: filling the triangular band up to the singularity

*What fraction of the states lies below the saddle energy, for each sign of the hopping?*

Use $\cos\alpha+\cos\beta=2\cos\frac{\alpha+\beta}{2}\cos\frac{\alpha-\beta}{2}$ and $1+\cos(\alpha-\beta)=2\cos^2\frac{\alpha-\beta}{2}$. Then

$$1+S=2\cos\tfrac{\alpha-\beta}{2}\left[\cos\tfrac{\alpha+\beta}{2}+\cos\tfrac{\alpha-\beta}{2}\right]=4\cos\tfrac{\alpha-\beta}{2}\cos\tfrac\alpha2\cos\tfrac\beta2 .$$

Since $E=-2tS=2t-2t(1+S)$,

$$E=2t-8t\cos\tfrac\alpha2\cos\tfrac\beta2\cos\tfrac{\alpha-\beta}{2}.$$

Let $\alpha$ and $\beta$ run from $-\pi$ to $\pi$, which covers the zone once. The first two cosines are positive, so $E<2t$ means $|\alpha-\beta|<\pi$. This excludes two corner triangles of area $\pi^2/2$ each from a square of area $4\pi^2$. The fraction below the singularity is $1-\tfrac14=\tfrac34$, or 1.5 electrons per site with both spins.

Reversing the hopping turns the energies upside down. The states below $-2t$ are then those that lay above $2t$, a fraction $\tfrac14$, or 0.5 electrons per site.

The two fillings are related by exchanging particles and holes. With $c_j=h_j^\dagger$ and $i\ne j$, $c_i^\dagger c_j=h_ih_j^\dagger=-h_j^\dagger h_i$, so the hopping changes sign on any lattice. The occupation $n$ of each orbital becomes $1-n$ at the same time. This exchange is therefore not a choice of orbital phases, which leaves every occupation as it was.

## Table of computed values

```
Hopping t: 0.20 eV
Lattice constant a: 3.0 angstrom
Side of the even clusters: 12 sites
Square, even side, lowest level: -0.8000 eV
Square, even side, highest level: 0.8000 eV
Square, side 5, lowest level: -0.8000 eV
Square, side 5, highest level: 0.6472 eV
Triangular bonds unreversed by checkerboard signs: 0.3333
Smallest worst bond error on a triangle: 1.0000
Triangular Tr H^3 per site: -0.0960 eV^3
Triangular band bottom: -1.2000 eV = -0.04410 hartree
Triangular band top: 0.6000 eV = 0.02205 hartree
Triangular saddle energy: 0.4000 eV = 0.01470 hartree
Reversed hopping, band bottom: -0.6000 eV
Reversed hopping, band top: 1.2000 eV
Reversed hopping, saddle energy: -0.4000 eV
Number of stationary points in the zone: 6
Their energies over t: -6.000 2.000 2.000 2.000 3.000 3.000
hbar^2/m_e: 7.6200 eV angstrom^2
t a^2: 1.8000 eV angstrom^2
Mass at Gamma: 1.411 m_e
Mass at K: -2.822 m_e
Masses at M, along x and y: 4.233 and -1.411 m_e
Reversed hopping, mass at band bottom (K): 2.822 m_e
Filling at the saddle energy: 0.7500
Reversed hopping, filling at the saddle energy: 0.2500
Narrow window half-width: 0.0002 eV
Mean density in narrow window: 3.795 states/eV
Wide window half-width: 0.0020 eV
Mean density in wide window: 2.920 states/eV
Logarithm coefficient, counted: 0.3800 states/eV
Logarithm coefficient, formula: 0.3800 states/eV
```
